# Quenched defects: equilibrate at growth, freeze totals, redistribute charge at use

## One donor, two temperatures

Take a film with one kind of defect, a donor that is either neutral or doubly positive. Let $c_0$ and $c_2$ be the concentrations of the two states, each with degeneracy one. Energies are measured from the valence edge, so the conduction edge lies at the gap energy $E_g$. The neutral donor costs $E_0$ to form. At the Fermi level $E_F=E_g-\Delta$ both states cost the same, so $\Delta$ is the depth of the donor level.

Charging the donor sends two electrons to the Fermi level. The cost of the charged state minus that of the neutral one is therefore $2(E_F-E_g+\Delta)$, and the Boltzmann ratio is

$$\frac{c_2}{c_0}=e^{2(E_g-\Delta-E_F)/kT}.$$

For a dilute electron gas $n=N_c e^{(E_F-E_g)/kT}$, where $N_c$ is the effective density of states of the band. Multiplying the ratio by $(n/N_c)^2$ removes $E_F$:

$$\frac{c_2n^2}{c_0}=N_c^2e^{-2\Delta/kT}. \tag{1}$$

This describes the exchange of electrons between donors and band. It holds whether or not atoms can move. What differs between growth and use is the second condition, the one on $c_0$.

During growth atoms move, and $c_0=Ne^{-E_0/kT}$ for $N$ available sites per volume. Neutrality gives $c_2=n/2$, so (1) becomes

$$n^3=2NN_c^2e^{-(E_0+2\Delta)/kT}. \tag{2}$$

After a quench the total $C=c_0+c_2$ is fixed instead. Then $c_0=C-n/2$, and

$$n^3=2\left(C-\frac n2\right)N_c^2e^{-2\Delta/kT}. \tag{3}$$

The formation energy $E_0$ has left the exponent and survives only inside $C$. Equation (3) has two limits. If most donors are neutral, $n^3\simeq2CN_c^2e^{-2\Delta/kT}$. If the right-hand factor $N_c^2e^{-2\Delta/kT}$ is much larger than $C^2$, the bracket must become small, and $n\to2C$.

Two shortcuts now show their faults. Using (2) at room temperature lets donors disappear although their atoms cannot move. Keeping $c_0$ and $c_2$ separately at their growth values forbids electrons to return to the donors, although (1) demands it. The scheme must freeze atoms and leave electrons free.

## Growth: every concentration is free

Now let a species have several charges $q$ (in units of the elementary charge $e$), degeneracies $g_q$ and formation energies $E_q$. The values $E_q$ refer to $E_F=0$ and include the chemical potentials of exchanged atoms. Defects do not interact, each species has its own $N$ sites, and the bulk is uniform and neutral.

The statistical weight of given concentrations, per unit volume, is

$$W_d=\frac{N!}{(N-\sum_qc_q)!\prod_qc_q!}\prod_q\left(g_qe^{-E_q/kT}\right)^{c_q}.$$

For $D$ band states at energy $\varepsilon$ holding $n$ electrons, the weight is $W_b=\binom Dn e^{-n\varepsilon/kT}$. We maximise $\ln W_d+\ln W_b$ at fixed total charge, using a multiplier $\lambda$ and the added term $-\lambda(\sum_qqc_q-n)$. With Stirling's formula, the derivatives with respect to $n$ and $c_q$ give

$$\ln\frac{D-n}{n}-\frac{\varepsilon}{kT}+\lambda=0,$$

$$\ln\frac{N-\sum_{q'}c_{q'}}{c_q}+\ln g_q-\frac{E_q}{kT}-\lambda q=0.$$

The first is the Fermi–Dirac law if $\lambda=E_F/kT$. Define

$$w_q=g_qe^{-(E_q+qE_F)/kT}.$$

The second then reads $c_q=uw_q$, where $u=N-\sum_qc_q$ is the density of perfect sites. Summing over $q$ gives $N-u=u\sum_qw_q$, hence $u=N/(1+\sum_qw_q)$ and

$$c_q=\frac{Nw_q}{1+\sum_{q'}w_{q'}}. \tag{4}$$

The band states are summed with a parabolic density of states. For mass $m$ and energy $\varepsilon$ above the edge, two spins and the momentum-space volume give $4\pi(2m)^{3/2}\sqrt\varepsilon/h^3$ states per energy and volume. With $x=\varepsilon/kT$ and $\eta=(E_F-E_g)/kT$,

$$n=N_c\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}},\qquad N_c=2\left(\frac{2\pi mkT}{h^2}\right)^{3/2}.$$

The hole density $p$ has the same form with the hole mass and $\eta=-E_F/kT$. The growth Fermi level solves

$$\sum_{i,q}q\,c_{iq}+p-n=0, \tag{5}$$

where $i$ labels species.

This equation has one root. Since $dw_q/dE_F=-qw_q/kT$, writing $Z=1+\sum_qw_q$ gives

$$\frac{d}{dE_F}\frac{\sum_qqw_q}{Z}=-\frac1{kT}\left[\frac{\sum_qq^2w_q}{Z}-\left(\frac{\sum_qqw_q}{Z}\right)^2\right].$$

The bracket is the variance of the charge on a site, a perfect site counting as zero, and cannot be negative. Also $p$ falls and $n$ rises with $E_F$. The left side of (5) therefore decreases strictly. Defect charge is bounded by the number of sites, while $p$ and $n$ grow without bound at opposite ends, so a sign change exists. Bisection or a bracketed root search finds it.

## Quench: fewer freedoms, new weights

At the growth solution store $C_i=\sum_qc_{iq}$ for each species. Which sites are occupied is now settled. Only the distribution of charges among $C$ defects remains, with weight

$$W_f=\frac{C!}{\prod_qc_q!}\prod_q\left(g_qe^{-E_q/kT}\right)^{c_q}.$$

A second multiplier $\gamma$ keeps $\sum_qc_q=C$. The maximum condition is $-\ln c_q+\ln w_q-\gamma=0$, with constants absorbed in $\gamma$. So $c_q$ is proportional to $w_q$, and the fixed sum sets the factor:

$$c_q=\frac{Cw_q}{\sum_{q'}w_{q'}}. \tag{6}$$

Neutrality (5) is solved again with (6). The variance argument applies with $Z=\sum_qw_q$, so this root is unique too.

Adding one energy to every $E_q$ of a species multiplies all its $w_q$ by one factor, which cancels in (6). What remains are the transition levels $\varepsilon(q/q')=(E_q-E_{q'})/(q'-q)$, the Fermi levels at which two charge states cost the same, and the degeneracies. Growth chemistry acts on the cold film through $C_i$ alone in this model.

The two stages join without a jump. At the growth temperature and the growth Fermi level, $C=N\sum_qw_q/(1+\sum_qw_q)$. Inserted in (6), this returns (4), so neutrality is already satisfied.

Both occupation laws were tested against explicit sums over all arrangements at fixed electron number. The test donor had charges $0,1,2$, degeneracies $1,2,1$ and energies $1.5,-1.0,-4.5$, with a band level at $3$ and as many band states as sites. For growth, $kT=1$ in the same energy unit, with 50 and 100 sites. For the frozen case, $kT=0.5$, with 100 and 200 defects. After removal of the leading inverse-size error, the electron number and the defect total at growth agreed with (4) to a relative $2.1\times10^{-5}$, and the electron number in the frozen case agreed with (6) to $1.5\times10^{-6}$.

The procedure is:

1. Correct the formation energies for finite-cell errors.
2. Solve (5) with (4) at growth temperature.
3. Store one total per species and per distinct local environment.
4. Solve (5) with (6) at each temperature of use.
5. Repeat with changed energies to learn which inputs matter.

## An oxide film

The parameters are round values in the rough regime of an n-type indium oxide film: gap 2.9 eV, electron mass $0.25\,m_e$, hole mass $2.0\,m_e$, static permittivity $\epsilon_r=9$ and thickness 100 nm. Growth is at 900 K and use at 300 K, where $kT$ is 0.07756 and 0.02585 eV.

The donor resembles an oxygen vacancy. It has $4.5\times10^{22}$ sites per cm³, charges $0,+1,+2$, degeneracies $1,2,1$ and energies $1.0,-1.75,-4.6$ eV. Its $+/0$ level lies 0.15 eV below the conduction edge and its $2{+}/+$ level 0.05 eV below. Their mean, the $2{+}/0$ level, gives $\Delta=0.10$ eV. Because the $+/0$ level is the lower one, the singly charged state is never the cheapest: this is negative-$U$ ordering.

The acceptor is a divalent impurity on a metal site, exchanging with its source during growth. It has $3.0\times10^{22}$ sites per cm³, charges $0,-1$, degeneracies $2,1$ and energies $3.2,3.7$ eV.

At growth the Fermi level settles 0.1731 eV below the conduction edge. The neutral donors number $4.5\times10^{22}e^{-1.0/0.07756}=1.13\times10^{17}$ cm⁻³. The singly and doubly charged ones number $3.05\times10^{17}$ and $7.45\times10^{17}$ cm⁻³. With $1.07\times10^{17}$ cm⁻³ acceptors, neutrality reads

$$n=(3.05+2\times7.45-1.07)\times10^{17}=1.69\times10^{18}\ \text{cm}^{-3}.$$

The frozen donor total is $1.16\times10^{18}$ cm⁻³. At 300 K the Fermi level lies 0.0713 eV below the edge, and the three donor states hold $9.66$, $0.92$ and $1.05$ in units of $10^{17}$ cm⁻³. Now

$$n=(0.92+2\times1.05-1.07)\times10^{17}\simeq1.95\times10^{17}\ \text{cm}^{-3},$$

in agreement with the electron density at the solved Fermi level.

The electrons have gone back to the donors. The ratio $c_2/c_0$ is $e^{2(0.1731-0.10)/0.07756}=6.6$ at growth and $e^{2(0.0713-0.10)/0.02585}=0.11$ at use. The mean donor charge falls from 1.54 to 0.26. With totals still frozen, $n$ is $1.37$, $0.83$ and $0.49$ in units of $10^{18}$ cm⁻³ at 700, 500 and 400 K, so the loss is gradual.

The shortcuts miss on opposite sides. Full equilibrium at 300 K gives $1.8\times10^{13}$ cm⁻³, about ten thousand times too few electrons relative to the two-stage result. Frozen charge states give $1.69\times10^{18}$ cm⁻³, nearly nine times too many.

The mostly neutral limit of (3), with $N_c=3.14\times10^{18}$ cm⁻³, gives

$$n\simeq\left[2(1.16\times10^{18})(3.14\times10^{18})^2e^{-0.20/0.02585}\right]^{1/3}\simeq2.2\times10^{17}\ \text{cm}^{-3}.$$

Its closeness to the full result is partly cancellation. It omits singly charged donors, which would raise $n$ here, and also acceptors and the depletion of neutral donors, which lower it.

## Energies from a finite cell

Formation energies are often computed in a periodic cell. A charged defect then interacts with its images and with the uniform background that makes the cell neutral. For a cubic cell of edge $L$ and volume $V$, the charge density is $qe[\delta(\mathbf r)-1/V]$. The electrostatic energy per cell is half the integral of density times potential. With the cell average of the potential set to zero, the background contributes nothing. What remains is $qe\phi(0)/2$, where $\phi(0)$ excludes the charge's own Coulomb potential. Dimensional scaling gives $\phi(0)=-\alpha qe/(4\pi\epsilon_0\epsilon_rL)$, so the spurious energy is

$$E_{\rm image}=-\frac{\alpha q^2e^2}{8\pi\epsilon_0\epsilon_rL}. \tag{7}$$

An Ewald sum gives $\alpha=2.837297$. A direct sum over neutral cubes, each a point charge with its share of background, gives 2.837293 once the mean potential is subtracted.

The isolated defect's energy is the cell energy minus (7), hence higher. For $L=1.0$ nm and $\epsilon_r=9$ the correction is 0.227 eV for $|q|=1$ and four times that, 0.908 eV, for $q=2$. Omitting it for both species and in both stages gives $n=3.4\times10^{19}$ cm⁻³ at use, about 180 times the corrected value.

Two errors act together. Charged donors and acceptors become too cheap, so too many of both form. The $2{+}/0$ level also moves up by $0.908/2=0.454$ eV, from 0.10 eV below the conduction edge to 0.35 eV above it, which works against recapture. Correcting the totals alone would leave the second error in place, with $n$ still 11 times too high. Correcting the levels alone gives $4\times10^{16}$ cm⁻³, five times too low, because the excess acceptors then compensate the donors.

Equation (7) is the leading term for a localised charge in a uniform dielectric. Potential alignment and the finite extent of the defect charge need separate treatment. Errors in these terms depend on the charge and so move the levels as well as the totals. An error common to all charge states leaves the levels in place: shifting all donor energies together by $-0.1$ or $+0.1$ eV gives $2.4$ or $1.6\times10^{17}$ cm⁻³ at use. This shift does not estimate the charge-dependent errors.

## Disorder needs more than one total

In a disordered film each local environment counts as a separate species. Suppose first that an energy $\delta$, Gaussian with zero mean and standard deviation $\sigma$, is added to all charge states of a donor. For dilute defects at fixed $E_F$, each concentration is multiplied by the average of $e^{-\delta/kT}$. Completing the square,

$$-\frac{\delta^2}{2\sigma^2}-\frac{\delta}{kT}=-\frac{(\delta+\sigma^2/kT)^2}{2\sigma^2}+\frac{\sigma^2}{2(kT)^2},$$

so the gain is $G=e^{\sigma^2/2(kT)^2}$, and occupied sites have mean shift $-\sigma^2/kT$. For $\sigma=0.10$ eV at growth, the formula and the sum over environments both give $G=2.30$.

Yet $n$ at use rises only to $2.2\times10^{17}$ cm⁻³, by 14%. The simple donor shows why. Replacing $N$ by $GN$ in (2) raises the growth density by $G^{1/3}$. Neutral donors grow as $G$, but charged donors, being $n/2$, grow as $G^{1/3}$. The total thus grows by a factor between these two. In the mostly neutral limit the cold density follows $C^{1/3}$, which puts its gain between $G^{1/9}=1.10$ and $G^{1/3}=1.32$. The computed 1.14 lies in this range, but partly by cancellation. In the full model the cold density rises faster than $C^{1/3}$, and with the acceptors held fixed the gain would be 1.20. The higher growth Fermi level also raises the acceptor total by a factor of 1.35, which brings the gain down to 1.14.

Scatter in the levels is more serious. Let the added energy be $q\delta$ with $\sigma=0.05$ eV. A negative $\delta$ makes the charged donor cheaper and also moves its level up by $|\delta|$. For doubly charged donors the growth weight is $e^{-2\delta/kT}$. The same completion of the square gives a mean $\delta$ of $-2\sigma^2/kT=-2(0.05)^2/0.07756=-0.064$ eV.

Growth therefore favours sites whose levels are shallow, and the quench preserves that choice. With a total frozen for each environment, $n$ at use is $9.4\times10^{17}$ cm⁻³, 4.8 times the value without disorder. Selection is only part of this factor. The same total with the level averaged over all sites gives a factor of 1.05. Spreading that total over the Gaussian of levels without selection gives 2.1, because shallow sites release electrons at 300 K while deep ones merely stay neutral. Selection at growth supplies the remaining factor of 2.3. About half of the frozen donors then have their $2{+}/+$ level above the conduction edge, and a fifth their $2{+}/0$ level. There the model simply counts those electrons as released, and a localised level is no longer a faithful picture.

## What else moves the number

Each change below is made alone, with the other inputs held fixed.

**Bands.** At the solved Fermi levels, classical statistics would overestimate $n$ by 4% at growth and 2% at use. A nonparabolic conduction band, in which momentum $P$ and energy $\varepsilon$ above the edge obey $\varepsilon(1+a\varepsilon)=P^2/2m$ with $a=0.4$ eV⁻¹, raises $n$ at use by 6%. If the gap is 0.2 eV narrower at growth, with defect energies tied to the valence edge, $n$ at use doubles to $3.9\times10^{17}$ cm⁻³. If the donor levels instead followed the conduction edge at fixed $E_0$, equation (2) would be unchanged, because it contains $\Delta$ and not the gap. The result thus depends on how levels move with temperature.

**Interactions.** In Debye–Hückel theory the potential around a charge is $qe\,e^{-r/\lambda}/(4\pi\epsilon_0\epsilon_rr)$. Subtracting the bare Coulomb potential and letting $r\to0$ leaves $-qe/(4\pi\epsilon_0\epsilon_r\lambda)$ from the screening cloud. Building up the charge gradually supplies a factor one half, so the energy shift is $-q^2e^2/(8\pi\epsilon_0\epsilon_r\lambda)$. Here $\lambda=2.8$ nm, and the shift for $q=2$ is 0.116 eV in size. Applied once at growth, with the conduction edge lowered by the shift for one electron, it raises $n$ at use by 14%. Since 0.116 eV exceeds $kT$, the linear theory is outside its safe range, and this is an indication of size only. The same shift acts at the temperature of use, where it opposes recapture directly and matters more. With screening by electrons alone, $\lambda=8.1$ nm at 300 K and the $q=2$ shift is 0.039 eV, again about $1.5kT$. Applied once at use, it doubles $n$. If donors that change their charge also screen, $\lambda=4.5$ nm and the factor is 3.5. These too are indications of size only.

**Atomic motion.** Take a diffusivity $D=D_0e^{-E_m/kT}$ with $D_0=10^{-3}$ cm²/s and $E_m=1.5$ eV, both assumed. The time (thickness)²$/D$ at growth is 25 s. During cooling at a rate $r$, the diffusion length is $[\int D\,dT/r]^{1/2}$. At 10 K/s it is 41 nm, less than the 100 nm thickness but not negligible near a surface. At 0.1 K/s the length still to be covered equals the thickness at 794 K. Freezing there, at fixed chemical potentials, gives $1.5\times10^{17}$ cm⁻³.

**Surfaces and donor overlap.** For uniform charge density $eN_s$, integrating Poisson's equation twice across a depleted layer gives a potential drop $V_s=eN_sw^2/(2\epsilon_0\epsilon_r)$, hence $w=(2\epsilon_0\epsilon_rV_s/eN_s)^{1/2}$. An assumed 0.3 V barrier gives 12 nm if every donor there is doubly charged and the acceptor charge is subtracted. This is close to the relevant case in the model. In a full solution of Poisson's equation the mean donor charge exceeds 1.8 over the first 7 nm, and the missing electrons equal the bulk density times 13 nm. Setting $N_s$ equal to the bulk $n$ would ignore this and give 39 nm. Even 12 nm is a noticeable part of the film, so a measured sheet density need not be $n$ times thickness. Real indium oxide surfaces can instead accumulate electrons, a case this estimate does not cover. The effective Bohr radius of a hydrogenic donor is 1.9 nm, and its product with $C^{1/3}$ is 0.20, near the rough Mott value of 0.25. Treating the donors as isolated therefore needs a check. The radius belongs to a singly charged centre, which binds an electron by only 0.04 eV. In the same theory, without screening, a doubly charged centre binds one electron four times as strongly, by 0.17 eV. This exceeds the 0.05 eV assumed for the $2{+}/+$ level, so the donor levels are chosen inputs and do not follow from the mass and permittivity used here.

## Beside a real indium oxide film

Electron densities of very roughly $10^{17}$ to $10^{19}$ cm⁻³ have been measured in undoped indium oxide films, and the model falls near the lower end of that broad range. This does not validate its inputs. The gap, mass and permittivity are typical rough values. The donor formation energy, donor levels and acceptor energies are chosen, and the real vacancy level may be deeper. Hydrogen, other impurities and grain boundaries are left out.

Amorphous films deposited near room temperature break the main assumption, because their atoms need not reach equilibrium at any growth temperature. Their totals must then come from a growth model or a measurement. Equation (6) can still distribute the charge, provided electrons exchange faster than the time of observation. Slow traps break that condition as well. For a film that did equilibrate, level disorder gives a factor of 4.8 for a scatter of 0.05 eV and 2.2 for 0.03 eV. Which correction is largest depends on the sizes assumed: a gap narrowing of 0.6 eV at growth instead of 0.2 eV gives 5.2, and screening at the temperature of use gives a factor of 2 or more. The density of $1.95\times10^{17}$ cm⁻³ is thus a result for the stated parameters, and for a disordered film even its order of magnitude depends on the scatter of the levels. The main computed values are in the numerical output.

## Computed values

```
gap 2.9 eV; masses e 0.25, h 2.0 m_e; eps_r 9.0
growth 900 K, use 300 K, film 100 nm
kT: growth 0.07756 eV, use 0.02585 eV
sites: donor 4.50e+22, acceptor 3.00e+22 cm^-3
donor g(0,+1,+2): [1. 2. 1.]
donor E(0,+1,+2) at valence edge, eV: [ 1.   -1.75 -4.6 ]
donor levels below Ec: +/0 0.15, 2+/+ 0.05 eV
acceptor g(0,-1): [2. 1.]
acceptor E(0,-1) at valence edge, eV: [3.2 3.7]
Nc: growth 1.630e+19, use 3.137e+18 cm^-3
growth: Ec-EF 0.1731 eV, n 1.687e+18 cm^-3
growth donors 0,+1,+2, cm^-3: 1.131e+17 3.046e+17 7.445e+17
frozen totals: donor 1.162e+18, acceptor 1.067e+17 cm^-3
use: Ec-EF 0.0713 eV, n 1.947e+17 cm^-3
use donors 0,+1,+2, cm^-3: 9.655e+17 9.194e+16 1.047e+17
mean donor charge: growth 1.5433, use 0.2593 e
frozen totals, n at 700 K: 1.369e+18 cm^-3
frozen totals, n at 500 K: 8.259e+17 cm^-3
frozen totals, n at 400 K: 4.937e+17 cm^-3
wrong, full equilibrium at use: n 1.831e+13 cm^-3
wrong, charge states frozen: n 1.687e+18 cm^-3
canonical-sum relative errors: growth 2.1e-05, frozen 1.5e-06
dilute donor: solver 1.7103e+15, cube-root law 1.7104e+15 cm^-3
image constant: Ewald 2.837297, direct 2.837293
cell 1.0 nm, image correction: q=1 0.227, q=2 0.908 eV
uncorrected cell: growth n 3.406e+19, use n 3.443e+19 cm^-3
use n, donor energy -0.1 / +0.1 eV: 2.402e+17 / 1.614e+17 cm^-3
classical/Fermi-Dirac n at same EF: growth 1.0372, use 1.0222
nonparabolicity 0.4 /eV: use n 2.070e+17 cm^-3
gap narrower by 0.2 eV at growth: use n 3.875e+17 cm^-3
growth Debye length 2.76 nm, shift q=1 0.0290, q=2 0.1161 eV
with first-order Debye shifts: use n 2.214e+17 cm^-3
common disorder 0.1 eV: gain at fixed EF 2.2956, law 2.2962
common disorder: use n 2.221e+17 cm^-3
level disorder 0.05 eV: use n 9.378e+17 cm^-3
diffusion: D0 0.001 cm2/s, barrier 1.5 eV
equilibration time of film at growth: 25.1 s
cooling 10.0 K/s: diffusion length 41.1 nm
cooling 0.1 K/s: freezing at 794 K, use n 1.508e+17 cm^-3
surface barrier 0.3 V: depletion width 11.6 nm (all donors 2+), 39.1 nm (charge n)
effective Bohr radius 1.91 nm, Mott product C^(1/3) a 0.200
```
